# Dislocation dipole displacement from mean stress and the elastically corrected Peierls barrier

## Problem

A periodic cell holds two straight screw dislocations along $z$, with Burgers vectors $+b$ at $\mathbf x_+$ and $-b$ at $\mathbf x_-$. The shape of the cell is fixed. Along a computed path one knows the energy $E$ per unit line length and the cell-averaged shear stress

$$
\boldsymbol\tau=(\sigma_{xz},\sigma_{yz}).
$$

(a) What does the change of $\boldsymbol\tau$ say about the two positions? (b) How much of the energy change is elastic energy due to the changed separation? (c) What barrier remains for one dislocation?

The data come from a row model. Rigid atomic rows form a triangular lattice of spacing $\ell$ and slide only along $z$. Two neighbouring rows with relative displacement $\Delta u$ have the energy $J[1-\cos(2\pi\Delta u/b)]$ per length. A dislocation sits at rest in the centre of a triangle of rows. The $+b$ dislocation is driven along $-y$ into the adjacent triangle, a distance $\ell/\sqrt3$, by forcing the phase $q=2\pi\Delta u/b$ of the row pair it crosses from $120^\circ$ to $240^\circ$. All other relative displacements relax, and the $-b$ dislocation is not driven.

The parameters are rough typical values for bcc sodium: lattice constant $a=4.2$ Å and cubic constants $C_{11},C_{12},C_{44}=0.053,0.044,0.037$ eV/Å$^3$. For a line along [111],

$$
b=\frac{\sqrt3}{2}a=3.637\ \text{Å},\qquad
\ell=\sqrt{\tfrac23}\,a=3.429\ \text{Å},
$$

$$
\mu=\frac{C_{11}-C_{12}+C_{44}}3=0.01533\ \text{eV/Å}^3 .
$$

The cell vectors $\mathbf A_1,\mathbf A_2$ have length $18\ell$ and enclose $60^\circ$. The cell therefore has 324 rows and area $S=3299.8$ Å$^2$. Initially $\mathbf d_0=\mathbf x_+-\mathbf x_-=(\mathbf A_1+\mathbf A_2)/3$, of length 35.64 Å, and the imposed mean strain makes the mean stress zero. The data are:

| $q$ | $\Delta\sigma_{xz}$ ($10^{-5}$ eV/Å$^3$) | $E-E_0$ ($10^{-5}$ eV/Å) |
|---|---|---|
| 140° | −0.493 | 4.01 |
| 160° | −1.035 | 10.62 |
| 180° | −1.604 | 14.12 |
| 200° | −2.172 | 12.49 |
| 220° | −2.713 | 7.73 |
| 240° | −3.205 | 5.52 |

The component $\Delta\sigma_{yz}$ vanishes, because the configuration is unchanged by the reflection $x\to-x$ combined with $u\to-u$. The interpolated raw maximum is $14.20\times10^{-5}$ eV/Å.

The algebra uses atomic units. The elastic formulas contain no electromagnetic or quantum constants, so they keep their form when numbers in eV and Å are inserted.

The constant $J$ follows from $\mu$. Each row owns three bonds $\mathbf r$. For a uniform shear $\boldsymbol\gamma=\nabla u$, their squared relative displacements add to $\sum(\boldsymbol\gamma\cdot\mathbf r)^2=\tfrac32\ell^2\gamma^2$. Dividing the quadratic bond energy by the area $\sqrt3\,\ell^2/2$ per row gives

$$
\frac{\tfrac12J(2\pi/b)^2\,\tfrac32\ell^2\gamma^2}{\sqrt3\,\ell^2/2}
=\frac12\left(\frac{4\pi^2\sqrt3\,J}{b^2}\right)\gamma^2 .
$$

The bracket is $\mu$, so $J=\mu b^2/(4\pi^2\sqrt3)=2.97\times10^{-3}$ eV/Å.

## First estimate by scaling

If one dislocation moves by $\Delta d$, the area slipped by $b$ changes by $\Delta d$ per unit line length. The mean plastic shear then changes by about $b\Delta d/S$. Since the total strain is fixed, the elastic strain must compensate:

$$
|\Delta\tau|\sim\frac{\mu b\,\Delta d}{S}.
$$

Take the top of the barrier to lie halfway along the hop, at $\Delta d\approx1.98/2=0.99$ Å. With $\mu b=0.0558$ eV/Å$^2$ this gives $|\Delta\tau|\approx1.67\times10^{-5}$ eV/Å$^3$, close to the value in the table at $180^\circ$.

For the energy, treat the added stress as uniform, with density $\tau^2/(2\mu)$:

$$
\Delta E_{\rm el}\sim S\frac{|\Delta\tau|^2}{2\mu}
\sim\frac{\mu b^2(\Delta d)^2}{2S}.
$$

With $\mu b^2=0.203$ eV/Å the result is

$$
\frac{0.203\times0.99^2}{2\times3299.8}
\approx3.0\times10^{-5}\ \text{eV/Å}.
$$

This would lower the barrier from $14.2$ to about $11.2\times10^{-5}$ eV/Å. The estimate shows that the correction matters and falls as $1/S$. It leaves out the interaction between the dislocations and their periodic images, which also changes with $\mathbf d$ and is of the same order.

## Exact solution in linear elasticity

### What the stress determines

Let $\mathbf e$ be the elastic distortion, with $\oint\mathbf e\cdot d\mathbf l=+b$ counterclockwise around $\mathbf x_+$ and $-b$ around $\mathbf x_-$. Join $\mathbf x_-$ to $\mathbf x_+$ by a straight cut with tangent $\mathbf t$ and normal $\mathbf n=\hat{\mathbf z}\times\mathbf t$. Write

$$
\mathbf e=\bar{\boldsymbol\gamma}+\nabla\tilde u-\mathbf g^p,
\qquad \mathbf g^p=b\,\mathbf n\,\delta_{\rm cut}.
$$

Here $\bar{\boldsymbol\gamma}$ is the fixed mean strain, $\tilde u$ is periodic, and $\delta_{\rm cut}$ is a delta function on the cut. A counterclockwise loop around $\mathbf x_+$ crosses the cut against $\mathbf n$. Hence $\oint\mathbf g^p\cdot d\mathbf l=-b$, and the minus sign in $\mathbf e$ gives the required $+b$.

Now average over the cell. The gradient of a periodic function averages to zero, and the cut has length $|\mathbf d|$, so

$$
\langle\mathbf g^p\rangle=\frac bS|\mathbf d|\,\mathbf n
=\frac bS\hat{\mathbf z}\times\mathbf d,\qquad
\boldsymbol\tau=\mu\left(\bar{\boldsymbol\gamma}-\frac bS\hat{\mathbf z}\times\mathbf d\right).
$$

At fixed $\bar{\boldsymbol\gamma}$ this gives $\Delta\boldsymbol\tau=-(\mu b/S)\,\hat{\mathbf z}\times\Delta\mathbf d$. Taking the cross product with $\hat{\mathbf z}$ and using $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf v)=-\mathbf v$ for a vector in the plane,

$$
\boxed{\Delta\mathbf d=\frac S{\mu b}\,\hat{\mathbf z}\times\Delta\boldsymbol\tau.}
$$

Equilibrium was not used, so in linear elasticity the relation also serves path images on which forces remain.

The answer to (a) is that the stress gives the change of $\mathbf x_+-\mathbf x_-$, and not two separate positions. If both dislocations move by the same vector, $\mathbf d$ and $\boldsymbol\tau$ stay the same. In the row model, driving both halfway through the same hop changes the mean stress by only $4\times10^{-8}$ eV/Å$^3$, about 0.3% of the change when $+b$ alone is driven halfway. After the full common hop the change is zero by symmetry. A further condition is needed to assign positions:

- If $\mathbf x_-$ stays fixed, then $\Delta\mathbf x_+=\Delta\mathbf d$.
- If both advance by $s$ along $x$ and deviate oppositely in $y$, then $\Delta\mathbf x_\pm=(s,\pm y)$ and $\Delta\mathbf d=(0,2y)$. The stress gives the deviation $y$ but not the advance $s$.

The first condition applies here, approximately. At $q=180^\circ$ the stress change is $(-1.604\times10^{-5},0)$ eV/Å$^3$. Since $\hat{\mathbf z}\times(\tau_x,0)=(0,\tau_x)$,

$$
\Delta d_y=-\frac{3299.8\times1.604\times10^{-5}}{0.0558}\ \text{Å}
\approx-0.95\ \text{Å}.
$$

### The elastic energy

Expand $\mathbf e(\mathbf x)=S^{-1}\sum_{\mathbf k}\mathbf e_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$. The elastic energy is

$$
E_{\rm el}=\frac\mu2\int_S|\mathbf e|^2\,d^2x
=\frac\mu{2S}\sum_{\mathbf k}|\mathbf e_{\mathbf k}|^2 .
$$

For $\mathbf k\ne0$, minimization over $\tilde u$ gives $\nabla\cdot\mathbf e=0$, so $\mathbf e_{\mathbf k}$ is perpendicular to $\mathbf k$. The circulation condition fixes its size:

$$
i(\mathbf k\times\mathbf e_{\mathbf k})_z=b\rho_{\mathbf k},\qquad
\rho_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf x_+}-e^{-i\mathbf k\cdot\mathbf x_-}.
$$

Hence

$$
|\mathbf e_{\mathbf k}|^2=\frac{b^2|\rho_{\mathbf k}|^2}{k^2}
=\frac{2b^2[1-\cos(\mathbf k\cdot\mathbf d)]}{k^2}.
$$

The sum over $\mathbf k$ diverges because of the cores, but this self-energy does not depend on $\mathbf d$ and cancels in a difference. For $\mathbf k=0$, $\mathbf e_0=S\boldsymbol\tau/\mu$, which contributes $S|\boldsymbol\tau|^2/(2\mu)$. The initial mean stress is zero, so this term equals $\mu b^2|\Delta\mathbf d|^2/(2S)$ after the move. Together,

$$
\boxed{\Delta E_{\rm el}=\frac{\mu b^2}{S}\sum_{\mathbf k\ne0}
\frac{\cos\mathbf k\cdot\mathbf d_0-\cos\mathbf k\cdot\mathbf d}{k^2}
+\frac{\mu b^2|\Delta\mathbf d|^2}{2S}.}
$$

If the initial mean stress is $\boldsymbol\tau_0\neq0$, the last term becomes

$$
\frac S{2\mu}\left(|\boldsymbol\tau|^2-|\boldsymbol\tau_0|^2\right)
=-b\,\boldsymbol\tau_0\cdot(\hat{\mathbf z}\times\Delta\mathbf d)
+\frac{\mu b^2|\Delta\mathbf d|^2}{2S}.
$$

The linear part is minus the work done by the initial mean stress on the moving dislocation.

### Small displacements

Call the first term of the boxed energy $W(\mathbf d)$. Each Laplacian of $-\cos\mathbf k\cdot\mathbf d$ gives $k^2\cos\mathbf k\cdot\mathbf d$. The complete sum $\sum_{\mathbf k}\cos\mathbf k\cdot\mathbf d$ vanishes unless $\mathbf d$ is a cell vector, and the missing $\mathbf k=0$ term is 1. Therefore

$$
\nabla^2W=\frac{\mu b^2}S\sum_{\mathbf k\ne0}\cos\mathbf k\cdot\mathbf d
=-\frac{\mu b^2}S .
$$

A rotation by $120^\circ$ takes $\mathbf A_1\to\mathbf A_2-\mathbf A_1$ and $\mathbf A_2\to-\mathbf A_1$, hence $\mathbf d_0\to\mathbf d_0-\mathbf A_1$. Since $W$ has the periodicity and rotation symmetry of the cell, $\mathbf d_0$ is a threefold point. There the gradient of $W$ vanishes and its curvature is the same in all directions, half the Laplacian in each. So $W\approx-\mu b^2|\Delta\mathbf d|^2/(4S)$, and

$$
\Delta E_{\rm el}\approx\frac{\mu b^2|\Delta\mathbf d|^2}{4S}
=\frac{S|\Delta\boldsymbol\tau|^2}{4\mu}.
$$

The image interaction cancels half of the mean-strain energy. The factor $1/4$ holds for isotropic elasticity, zero initial mean stress and a threefold $\mathbf d_0$. For a less symmetric $\mathbf d_0$ the two principal curvatures of $\Delta E_{\rm el}$ still add to $2\mu b^2/S-\mu b^2/S=\mu b^2/S$, but they may differ, and a linear term can appear.

### The corrected path

The elastic term must be removed from every image before the maximum is sought:

$$
E_{\rm P}=\max_{\rm path}\left[E-E_0-\Delta E_{\rm el}(\mathbf d)\right].
$$

The boxed formulas give:

| $q$ | $-\Delta d_y$ (Å) | $\Delta E_{\rm el}$ ($10^{-5}$ eV/Å) | corrected ($10^{-5}$ eV/Å) |
|---|---|---|---|
| 140° | 0.292 | 0.13 | 3.87 |
| 160° | 0.613 | 0.59 | 10.03 |
| 180° | 0.949 | 1.44 | 12.68 |
| 200° | 1.285 | 2.68 | 9.82 |
| 220° | 1.605 | 4.23 | 3.49 |
| 240° | 1.896 | 5.97 | −0.45 |

At $180^\circ$ the subtraction is $14.12-1.44=12.68$. Interpolation puts the corrected maximum at $179.6^\circ$, with

$$
E_{\rm P}=1.27\times10^{-4}\ \text{eV/Å}
=2.47\times10^{-6}\ \text{hartree/bohr}.
$$

The raw maximum lies later, at $183.4^\circ$. At the corrected maximum the corrected curve is flat while $\Delta E_{\rm el}$ still rises, so the raw energy is still rising there. Subtracting the elastic term at the raw maximum alone gives $1.258\times10^{-4}$ eV/Å, 0.8% below the maximum of the corrected curve.

If both dislocations cross equivalent barriers together, the corrected energy of the cell contains two barriers and must be halved. In the case of opposite deviations above, $|\Delta\mathbf d|=2|y|$ enters the elastic term.

## Comparison of the estimate and the solution

The scaling estimate has the right dependence on $\mu$, $b$, $\Delta d$ and $S$. Its correction of $3.0\times10^{-5}$ eV/Å is about twice the solved $1.44\times10^{-5}$ eV/Å. Most of the excess is the image interaction; a smaller part comes from using 0.99 Å instead of the recovered 0.95 Å. With the recovered displacement, $S|\Delta\boldsymbol\tau|^2/(4\mu)$ gives $1.38\times10^{-5}$ eV/Å. The full sum is 4% larger because it includes terms beyond second order in $\Delta\mathbf d$. The estimated barrier, $11.2\times10^{-5}$ eV/Å, is about 12% below the solved one.

Cell size gives a separate test, with the parameters and the type of hop held fixed:

| rows | raw barrier ($10^{-4}$ eV/Å) | corrected barrier ($10^{-4}$ eV/Å) |
|---|---|---|
| 225 | 1.483 | 1.266 |
| 324 | 1.420 | 1.268 |
| 576 | 1.356 | 1.271 |
| 1296 | 1.311 | 1.273 |

A quadratic in $1/S$ through the raw barriers of the three largest cells extrapolates to $1.274\times10^{-4}$ eV/Å. Relative to this limit, the 324-row cell is wrong by 11.5% before correction and 0.4% after it. The elastic formula was also tested on a harmonic lattice solved separately: moving $+b$ by one row spacing, into a triangle of the same orientation, cost $1.807\times10^{-4}$ eV/Å in the lattice and $1.808\times10^{-4}$ eV/Å by the formula.

The recovered displacement also depends on the cell size. When the end state relaxes freely, it is 1.848, 1.904 and 1.945 Å for 324, 576 and 1296 rows. It extrapolates to 1.979 Å, against the geometric hop of 1.980 Å. The shortfall falls nearly as $1/S$. The elastic force $\mu b^2\Delta d/(2S)$, which pulls both dislocations slightly off their triangle centres, scales in the same way. Take the stiffness of the energy well from the response to a small added mean strain, with the cell's own stiffness $\mu b^2/(2S)$ removed, and insert the recovered displacement for $\Delta d$. The force then accounts for the shortfall to within about 8% with 324 rows and 4% with 1296: the stiffness of the initial state gives 92% and 96% of it, and that of the end state gives 108% and 100%. The forces on the two dislocations are equal and opposite, so $-b$ is not perfectly still, and $\Delta\mathbf d$ includes its small shift.

The corrected energy at $240^\circ$ is slightly negative, although the two triangles are equivalent. The discrepancy is 8% of the elastic term there. One of similar size already appears in the harmonic lattice: moving $+b$ by the full hop into the adjacent triangle costs $6.02\times10^{-5}$ eV/Å in that lattice and $6.53\times10^{-5}$ eV/Å by the formula. The main cause is therefore the discreteness of the rows, which continuum elasticity leaves out, and not the nonlinearity of the bonds. The difference in the harmonic lattice falls as $S^{-3/2}$, to $0.11\times10^{-5}$ eV/Å with 900 rows and $0.014\times10^{-5}$ eV/Å with 3600.

## Elastic anisotropy and the real metal

In a crystal with threefold symmetry about $z$, the stress relation keeps its form with $\mu=C_{xzxz}$: the mean total strain is fixed, the mean plastic strain has only $xz$ and $yz$ components, and $C_{xzyz}=0$. This assumes that changes of the core add no further mean eigenstrain in those components.

The energy changes more. For a unit wave vector $\hat{\mathbf k}$, let $\mathbf m=\hat{\mathbf z}\times\hat{\mathbf k}$ and $(ab)_{ik}=C_{ijkl}a_jb_l$. A distortion $b\,\hat{\mathbf z}\otimes\mathbf m$ can relax by $\mathbf v\otimes\hat{\mathbf k}$. Twice the energy density is

$$
b^2\hat{\mathbf z}\cdot(mm)\hat{\mathbf z}
+2b\,\mathbf v\cdot(km)\hat{\mathbf z}+\mathbf v\cdot(kk)\mathbf v .
$$

Setting its derivative with respect to $\mathbf v$ to zero gives $\mathbf v=-b(kk)^{-1}(km)\hat{\mathbf z}$. Substitution leaves $b^2K(\hat{\mathbf k})$, with

$$
K(\hat{\mathbf k})=\hat{\mathbf z}\cdot
\left[(mm)-(mk)(kk)^{-1}(km)\right]\hat{\mathbf z}.
$$

This $K$ replaces $\mu$ inside the $\mathbf k$-sum, while the mean-strain term keeps $\mu$. Because $K$ depends on direction, the Laplacian argument no longer fixes the curvature.

The row model is elastically isotropic, so its own energies require the isotropic correction. Sodium is far from isotropic: the rough constants give $2C_{44}/(C_{11}-C_{12})\approx8$. For the same cell and displacement at $180^\circ$, the anisotropic term for point cores is about $0.06\times10^{-5}$ eV/Å instead of $1.44\times10^{-5}$. The mean-strain energy is $2\times1.384\times10^{-5}=2.77\times10^{-5}$ eV/Å, so the $\mathbf k$-sum is about $-2.71\times10^{-5}$ eV/Å and nearly cancels it. The anisotropic sum depends on the core smearing factor $e^{-\sigma^2k^2}$ used to evaluate it. The remainder is $0.10\times10^{-5}$ eV/Å for $\sigma=0.5$ row spacings and settles at $0.06\times10^{-5}$ eV/Å for $\sigma\le0.12$, so it stays positive for these constants. As a small difference of two larger terms, it remains sensitive to the rough elastic constants: varying $C_{11}-C_{12}$ from 0.0084 to 0.0096 eV/Å$^3$ at the same displacement moves it from $0.03\times10^{-5}$ to $0.09\times10^{-5}$ eV/Å. Applied to energies of an anisotropic crystal with these constants, the isotropic correction would subtract about $1.3$ to $1.4\times10^{-5}$ eV/Å too much, roughly a tenth of the present barrier.

Other omissions also limit any reading of $E_{\rm P}$ as a property of sodium. The model gives both kinds of triangle the same core energy, whereas bcc easy and hard cores differ. The hop studied here joins neighbouring triangles, which in a bcc metal are one easy and one hard site. A full glide step joins two easy sites a distance $\ell$ apart, and its path need not pass through the hard site, so $E_{\rm P}$ is not the Peierls barrier of that step. A trial splitting of $2.3\times10^{-5}$ eV/Å raises the barrier out of the easy site by $1.2\times10^{-5}$ eV/Å, or 9%. The barrier for a slab one Burgers vector thick is $4.6\times10^{-4}$ eV. The estimated zero-point change for sliding rows in such a slab is $-3.5\times10^{-4}$ eV in the 324-row cell ($-3.4\times10^{-4}$ eV with 900 rows), about three quarters of that barrier in size. This slab estimate contains only motions that are uniform along the line, and it should not be carried over to a long line. There the rows can also stretch along $z$, which stiffens most of the modes. With the stretching modulus $(C_{11}+2C_{12}+4C_{44})/3$ and unstable modes left out, the harmonic average is about $-0.5\times10^{-4}$ eV per Burgers vector of line, roughly a tenth of the barrier. The thermal energy at 77 K is $6.6\times10^{-3}$ eV, about 14 times the slab barrier. That ratio is not a rate estimate, since a long line can advance by kinks, which a straight-line path leaves out. The interpolated maxima use path points every 10°, of which the tables list every second one.

## Computed results

```
lattice constant, rough Na: 4.20 A
C11, C12, C44, rough: 0.053 0.044 0.037 eV/A^3
Burgers vector: 3.6373 A
row spacing: 3.4293 A
shear modulus mu: 0.01533 eV/A^3
bond energy scale J: 2.9667e-03 eV/A
rows in main cell: 324
area of main cell: 3299.8 A^2
initial separation: 35.638 A
distance of triangle centres: 1.9799 A
path: bond phase (deg), stress change xz (eV/A^3),
  recovered move along -y (A), raw, elastic, corrected (eV/A)
  120   2.838e-20 -0.0000  0.000e+00 -5.510e-18  5.510e-18
  140  -4.928e-06  0.2916  4.006e-05  1.323e-06  3.874e-05
  160  -1.035e-05  0.6125  1.062e-04  5.917e-06  1.003e-04
  180  -1.604e-05  0.9488  1.412e-04  1.440e-05  1.268e-04
  200  -2.172e-05  1.2849  1.249e-04  2.676e-05  9.817e-05
  220  -2.713e-05  1.6053  7.725e-05  4.232e-05  3.494e-05
  240  -3.205e-05  1.8960  5.519e-05  5.972e-05 -4.530e-06
relaxed end state, recovered move along -y:
  324 rows: 1.8484 A
  576 rows: 1.9039 A
  1296 rows: 1.9449 A
  large-cell limit: 1.9785 A
stress change, both moved: 5.3e-20 eV/A^3
harmonic lattice, +b moved one row: 1.8074e-04 eV/A
continuum formula, same move: 1.8076e-04 eV/A
barriers: rows, raw, corrected (eV/A)
   225 1.4833e-04 1.2659e-04
   324 1.4200e-04 1.2681e-04
   576 1.3564e-04 1.2707e-04
  1296 1.3106e-04 1.2725e-04
large-cell limit of raw barrier: 1.2736e-04 eV/A
raw error, main cell: 11.49 %
corrected error, main cell: 0.43 %
corrected shift, 324 to 1296 rows: 0.34 %
phase at raw maximum: 183.43 deg
phase at corrected maximum: 179.62 deg
raw maximum minus elastic term there: 1.2575e-04 eV/A
main barrier: 2.4661e-06 hartree/bohr
main barrier times b: 4.612e-04 eV
S tau^2/(4 mu) at 180 deg: 1.384e-05 eV/A
elastic term at 180 deg, isotropic: 1.440e-05 eV/A
elastic term at 180 deg, anisotropic: 9.702e-07 eV/A
trial odd bond term alpha: -0.002
trial hard-easy splitting: 2.292e-05 eV/A
barrier change from splitting: 1.170e-05 eV/A
zero-point change at saddle, slab b: -3.491e-04 eV
thermal energy at 77 K: 6.635e-03 eV
```
